\section*{Locating a p-wave shape resonance by continuation from bound states}

\section{The decision}

A temporary anion has no bound state for an ordinary electronic-structure calculation to find. One remedy is to add an attractive potential until the extra electron is bound, compute a few bound energies, and extrapolate back to zero added attraction. The user must choose the shape of the attraction, the strengths at which to compute, the order of the fit, and the accuracy of the energies. These choices decide whether the position and width that come out can be trusted. In the example below, noise of 1 meV in the bound energies displaces the resonance by more than 30 meV for fits of order two and above, and raising the order beyond two does not help.

The analysis is for one electron with angular momentum $l=1$ in a spherical potential of finite range. In a many-electron calculation the electron's energy is
\begin{equation}
E(\lambda)=E_{\rm anion}(\lambda)-E_{\rm neutral}(\lambda),
\end{equation}
with the same added potential in both terms, because the electron that leaves the anion leaves the neutral molecule in that potential. Using the one-electron result for this difference assumes that one p-wave channel dominates.

\section{Bound states and resonances from one condition}

Let $V(r)$ be the potential without a bound p state, and let the added attraction be $-\lambda w(r)$, with $w>0$ of finite range and $\lambda$ in eV. Write $\eta=\hbar^2/2m$ and $E=-\eta\kappa^2$. The radial function $u$, which is $r$ times the radial wavefunction, obeys
\begin{equation}
u''=\left[\frac{2}{r^2}+\frac{V-\lambda w}{\eta}+\kappa^2\right]u .
\label{radial}
\end{equation}
Take the solution that starts as $u=Nr^2+O(r^4)$, with $N$ independent of $\kappa$ and $\lambda$. It depends on $\kappa$ through $\kappa^2$ alone.

Beyond a radius $R$ where $V$ and $w$ are negligible, one solution is
\begin{equation}
h=e^{-\kappa r}\left(\kappa+\frac1r\right),\qquad
h'=-e^{-\kappa r}\left(\kappa^2+\frac{\kappa}{r}+\frac1{r^2}\right).
\end{equation}
A second derivative gives $h''=(\kappa^2+2/r^2)h$, as required. A bound state must join $h$ smoothly, so
\begin{equation}
F(\kappa,\lambda)=u'h-uh'\big|_{r=R}=0,\qquad \kappa>0 .
\end{equation}
A resonance satisfies the same equation with $\kappa=-ik$, for which $h$ is the outgoing wave $e^{ikr}(1/r-ik)$. Its energy is
\begin{equation}
E=\eta k^2=E_r-\tfrac{i}{2}\Gamma ,
\end{equation}
so the probability decays as $e^{-\Gamma t/\hbar}$. Bound states and resonances are therefore zeros of one function, and we can follow a zero from one kind to the other.

\section{Why the fit uses a square root}

Let the bound state appear at $\lambda=\lambda_0$, and set $x=\sqrt{\lambda-\lambda_0}$. We expand $F$ about $\kappa=0$, $\lambda=\lambda_0$. There $u=A/r$ outside the forces. This state can be normalized, and we choose $N$ so that $\int_0^\infty u^2dr=1$.

\paragraph{Change with $\lambda$.} Put $v=\partial u/\partial\lambda$. Differentiating (\ref{radial}) gives $v''=[\cdots]v-(w/\eta)u$, with the same bracket, so
\begin{equation}
(uv'-vu')'=uv''-vu''=-\frac{w}{\eta}u^2 .
\end{equation}
The boundary term vanishes at the origin. At $R$, $u=Ah$ and $u'=Ah'$, hence
\begin{equation}
\frac{\partial F}{\partial\lambda}=v'h-vh'=\frac{uv'-vu'}{A}
=-\frac{\langle w\rangle}{A\eta},\qquad
\langle w\rangle=\int_0^\infty wu^2dr .
\end{equation}

\paragraph{Change with $\kappa$.} Expanding the exponential in $h$ gives
\begin{equation}
h=\frac1r-\frac{\kappa^2r}{2}+\frac{\kappa^3r^2}{3}+\cdots .
\end{equation}
The linear terms have cancelled. The $\kappa^2$ term of $F$ has two sources. The change of $u$ contributes $+\int_0^Ru^2dr/A$, by the argument just used with $-w/\eta$ replaced by $1$. The change of $h$ contributes
\begin{equation}
u'\left(-\frac R2\right)-u\left(-\frac12\right)
=\frac{A}{2R}+\frac{A}{2R}=\frac AR .
\end{equation}
Since $\int_R^\infty(A/r)^2dr=A^2/R$, the sum is $\int_0^\infty u^2dr/A=1/A$. The $\kappa^3$ term comes from $h$ alone:
\begin{equation}
u'\frac{R^2}{3}-u\frac{2R}{3}=-\frac A3-\frac{2A}{3}=-A .
\end{equation}

Setting $F=0$ and multiplying by $A$,
\begin{equation}
\kappa^2-A^2\kappa^3+\cdots=\frac{\langle w\rangle}{\eta}x^2 ,
\label{threshold}
\end{equation}
where the omitted terms are of fourth order in $\kappa$ and $x$ together. The coefficients of $\kappa^2$ and $x^2$ are both nonzero. Taking the square root of each side therefore gives a relation that can be solved for $\kappa$ as a power series in $x$ with real coefficients. Insert $\kappa=c_1x+c_2x^2+\cdots$. Order $x^2$ gives $c_1^2=\langle w\rangle/\eta$. Order $x^3$ gives $2c_1c_2=A^2c_1^3$, so
\begin{equation}
c_1=\sqrt{\langle w\rangle/\eta},\qquad c_2=\tfrac12A^2c_1^2>0 .
\label{coefficients}
\end{equation}

The centrifugal barrier is essential here. For $l=0$ the outer solution is $h=e^{-\kappa r}=1-\kappa r+\cdots$, and the threshold solution is a constant $A$ outside the forces. Then $F$ has the linear term $u'(-R)-u(-1)=A$, and $\kappa$ is proportional to $\lambda-\lambda_0$ at leading order. Below threshold $\kappa$ becomes negative and real, which is a virtual state and not a resonance. The square-root setting should not be used for a pure s wave.

\section{Continuing to zero attraction}

At $\lambda=0$, $x^2=-\lambda_0$. Choose $x=-i\sqrt{\lambda_0}$ and define $C_1=c_1\sqrt{\lambda_0}$ and $C_2=c_2\lambda_0$. To two terms,
\begin{equation}
\kappa=-iC_1-C_2,\qquad k=i\kappa=C_1-iC_2 .
\end{equation}
The real part of $k$ is positive and the imaginary part negative, as a decaying resonance requires. The other sign of $x$ gives $\kappa^*$, and thus the mirror pole $-k^*$. Squaring $k$ gives
\begin{equation}
E_r=\eta(C_1^2-C_2^2),\qquad \Gamma=4\eta C_1C_2 .
\label{twoterm}
\end{equation}
If the original potential is close to binding, $\lambda_0$ is small and $E_r\propto\lambda_0$ while $\Gamma\propto\lambda_0^{3/2}$, with the threshold state held fixed. The resonance then becomes narrow compared with its energy. A polynomial in $\lambda$ fitted to the real energies would return a real number at $\lambda=0$, and so no width.

Farther from threshold we replace the series by a ratio of polynomials (a Pad\'e function). With $t=x/\sqrt{\lambda_0}=\sqrt{\lambda/\lambda_0-1}$,
\begin{equation}
\kappa(t)=\frac{p_1t+\cdots+p_Nt^N}{1+q_1t+\cdots+q_Nt^N}.
\label{pade}
\end{equation}
The missing constant in the numerator enforces $\kappa=0$ at threshold. Multiplying by the denominator gives one linear equation for each computed level,
\begin{equation}
\sum_{j=1}^Np_jt^j-\kappa\sum_{j=1}^Nq_jt^j=\kappa ,
\end{equation}
which least squares solves from at least $2N$ levels. The resonance is read at $t=-i$.

The continuation can fail. Where $\partial F/\partial\kappa=0$ two zeros may merge, and $\kappa(t)$ may have a branch point; a path on the wrong side of it leads to another pole. The fitted denominator may also have an accidental zero near $t=-i$. Neither danger is excluded by a good fit to the bound levels.

\section{A worked resonance}

Take $V=-V_0e^{-(r/b)^2}$ with $V_0=67$ eV and $b=0.080$ nm, and let $w=e^{-(r/b)^2}$. Here $\eta/b^2=5.9531$ eV, so $\eta=0.038100$ eV\,nm$^2$. Equation (\ref{radial}) was integrated numerically outward to $R=9b$ and the zeros of $F$ were located. The threshold is at $\lambda_0=5.0284$ eV. Ten levels were computed at equal steps of $t$ from 0.3 to 1.5, that is, for $\lambda$ from 5.48 to 16.34 eV. Their energies run from $-0.0711$ to $-2.5650$ eV.

The threshold wavefunction gives $\langle w\rangle=0.14218$ and $A^2=0.07768$ nm. From (\ref{coefficients}),
\begin{align}
C_1&=\sqrt{\frac{0.14218\times5.0284}{0.038100}}=4.332\ \mathrm{nm}^{-1},\\
C_2&=\tfrac12(0.07768)(4.332)^2=0.729\ \mathrm{nm}^{-1}.
\end{align}
Equation (\ref{twoterm}) then gives $E_r=0.695$ eV and $\Gamma=0.481$ eV, without any fit.

For $N=2$ the fit gives $p_1=4.33004$ and $p_2=0.11607$ nm$^{-1}$, $q_1=-0.14369$ and $q_2=0.01732$. At $t=-i$, $t^2=-1$, so
\begin{align}
\kappa&=\frac{-0.11607-4.33004i}{0.98268+0.14369i}
=-0.7465-4.2972i\ \mathrm{nm}^{-1},\\
k&=i\kappa=4.2972-0.7465i\ \mathrm{nm}^{-1}.
\end{align}
Hence $E_r=0.0381(4.2972^2-0.7465^2)=0.682$ eV and $\Gamma=4(0.0381)(4.2972)(0.7465)=0.489$ eV.

A reference that uses no bound levels comes from complex scaling. Replacing $r$ by $re^{i\theta}$ turns the growing outgoing wave into a decaying one when $\theta$ is large enough. The Hamiltonian was then diagonalized in 120 Laguerre functions, and the resonance is the lowest eigenvalue that stays put between $\theta=0.45$ and $0.50$. It lies at
\begin{equation}
E_r=0.67806\ \mathrm{eV},\qquad \Gamma=0.48833\ \mathrm{eV}.
\end{equation}
The distances in the complex energy plane from this pole are:
\begin{center}
\begin{tabular}{cccc}
$N$ & $E_r$ (eV) & $\Gamma$ (eV) & distance (meV)\\
1 & 0.70991 & 0.37134 & 67\\
2 & 0.68232 & 0.48886 & 4.3\\
3 & 0.67803 & 0.48832 & 0.036\\
4 & 0.67803 & 0.48832 & 0.037\\
5 & 0.67806 & 0.48833 & 0.0003
\end{tabular}
\end{center}
Orders 3 and 4 agree with each other to about 0.001 meV, yet both are 0.04 meV from the reference. Agreement between successive orders is thus not an error estimate.

\section{Choosing the settings}

\paragraph{Shape of the attraction.} The pole at $\lambda=0$ belongs to the original potential, so it must not depend on $w$. With a wider Gaussian of range 0.120 nm, the threshold moves to 2.543 eV, but the $N=5$ result is again $E_r=0.6781$ eV and $\Gamma=0.4883$ eV. Repeating a calculation with a second shape is therefore a useful consistency test. The attraction should have finite range. Increasing a nuclear charge adds a Coulomb tail, for which $h$ is not the outer solution, and the expansion above does not apply.

\paragraph{Strengths.} The target lies at $|t|=1$. The sampled values surround that distance, with $\lambda/\lambda_0=1+t^2$ between 1.09 and 3.25. This range was held fixed, so the example does not show that it is the best one. Two costs arise near threshold. The wavefunction decays over $1/\kappa$, which is 0.73 nm for the weakest level here, so the basis needs diffuse functions. Also, from $E=-\eta\kappa^2$,
\begin{equation}
|\delta\kappa|=\frac{|\delta E|}{2\eta\kappa},
\end{equation}
so 1 meV changes $\kappa$ by 0.0096 nm$^{-1}$ at the weakest level, but by 0.0016 nm$^{-1}$ at the strongest.

\paragraph{Order and energy accuracy.} Independent Gaussian errors of 1 meV rms were added to the ten energies in 300 trials, with $\lambda_0$ held at its correct value. The median displacement of the pole was 33 meV for $N=2$, 37 meV for $N=3$ and 56 meV for $N=5$. These medians change by several meV with the random sample and with the weighting of the fit, so $N=2$ and $N=3$ are not distinguished. At $N=1$ the displacement is only about 1.4 meV, but the truncation error of 67 meV remains. At this noise level the 4 meV truncation error of $N=2$ is unimportant, and $N=5$ makes the result worse. If the response is linear, reducing the noise contribution at $N=2$ to about 4 meV needs energies good to roughly 0.1 meV. Such noise stands for scatter from loose convergence; a smooth basis-set error may act differently. For data like these, and provided $\lambda_0$ is known accurately (see below), start with $N=2$ or 3 and tighten the energies before raising the order further. Going further is costly: with errors of 0.01 meV the median error of the pole is still about 4 meV for both orders, mainly from truncation at $N=2$ and from noise at $N=3$.

\paragraph{Threshold.} Raising $\lambda_0$ by 2\%, or 0.10 eV, with the levels unchanged, gives $E_r=0.643$ eV and $\Gamma=0.563$ eV at $N=3$. Relative to the reference, the position falls by 5\% and the width rises by 15\%. These signs and sizes are not general: at $N=2$ the same error gives $E_r=0.769$ eV and $\Gamma=0.354$ eV. The response is also far from linear. An error ten times smaller, 0.2\% or 0.01 eV, still gives $E_r=0.705$ eV and $\Gamma=0.388$ eV at $N=2$, 57 meV from the reference, while $N=3$ gives 0.677 and 0.502 eV, 7 meV from it. The threshold deserves its own careful calculation.

\section{Comparing with a scattering peak}

For real $k$, $u$ is real and $F(-ik,0)=|F|e^{-i\delta}$ defines a phase. From the definition of $F$,
\begin{equation}
h^*F-hF^*=u\,(h\,h^{*\prime}-h^*h'),
\end{equation}
and the bracket is constant outside the forces. At large $r$, $h\to-ike^{ikr}$, so the left side tends to $2ik|F|\cos(kr+\delta)$. A free p wave varies as $\sin(kr-\pi/2)=-\cos kr$, so $\delta$ is the scattering phase shift. The p-wave cross-section is $\sigma=12\pi\sin^2\delta/k^2$.

On an energy grid of 0.02 eV its maximum is 1.82 nm$^2$, at 0.76 eV. This is about 0.08 eV above $E_r$. For a resonance this broad, the pole position should not be compared directly with a peak energy; compare computed and measured cross-sections instead.

\section{What the model says about a small carbonyl}

The parameters were chosen to resemble the lowest $\pi^*$ resonance of formaldehyde, a small carbonyl relevant to resist fragments. That resonance lies roughly an electronvolt or somewhat less above zero, with a width of some tenths of an electronvolt. The model reaches this regime but is not a calculation of the molecule, whose $\pi^*$ orbital mixes d-wave with p-wave character and whose charge also polarizes and has a dipole. For a rough polarizability volume $\alpha=0.0025$ nm$^3$, add the tail $-\alpha e^2/[8\pi\epsilon_0(r^2+d^2)^2]$ with $d=0.20$ nm. Its first-order shift of $E_r$, taken with the complex-scaled state, is $-0.48$ eV at fixed well depth. If the well is instead made shallower, 62.99 eV, to restore $E_r$, complex scaling gives $\Gamma=0.63$ eV, which is 29\% above the original width. The size of this change depends on the assumed $d$: the same retuning gives $\Gamma=0.71$ eV for $d=0.15$ nm and 0.55 eV for $d=0.30$ nm. Polarization therefore should not be left out for the isolated molecule, but this rough potential does not fix its effect on the width.

A rough dipole of 2.3 D couples the angular momenta. Diagonalizing the angular part of the point-dipole problem for one unit of angular momentum about the dipole axis changes the effective $l$ from 1 to 0.95. This lowers the centrifugal coefficient $l(l+1)$ by only 8\%, but the pole is sensitive to it: using the lower coefficient at all radii, with the well depth fixed, moves $E_r$ down by about 0.5 eV. The point-dipole form does not hold inside the molecule, and most of this shift comes from there. If the reduction of the coefficient is multiplied by $r^4/(r^2+c^2)^2$ with $c=0.1$ nm, which switches it off at small $r$, the shift is only about 0.12 eV. Neither the dipole potential nor the polarization tail has finite range, so the integer-power series is then an approximation.

A film changes the energy more. A charge in a cavity of radius $a=0.30$ nm, in a medium of relative permittivity $\epsilon=2.5$, is shifted by
\begin{equation}
-\frac{e^2}{8\pi\epsilon_0a}\left(1-\frac1\epsilon\right)\approx-1.4\ \mathrm{eV}.
\end{equation}
This rough estimate would put the anion below the vacuum level, so the gas-phase energy should not be carried over to a film. Whether the anion is bound there depends on the bottom of the film's conduction band, which replaces the vacuum level as the threshold and is not estimated here. Without the film, the model's lifetime $\hbar/\Gamma$ is 1.35 fs, against 19 fs for a C=O stretching period at a rough 1750 cm$^{-1}$. Most decays in the model therefore precede a full vibration. The thermal energy at 300 K, 0.026 eV, is small compared with $\Gamma$. Bond breaking, which matters for resist chemistry, needs nuclear motion and dissociation channels that this calculation leaves out.
